# Liechtenstein exchange coupling from Lloyd's formula and small rotations of local moments

Magnetic atoms sit at sites $i$ in a medium whose potential is real, does not act on spin and is constant inside the atomic spheres. Each atom is a spherical scatterer, the spheres do not overlap, and its potential is

$$v_i=v_i^0+b_i\,\boldsymbol\sigma\cdot\mathbf e_i ,$$

where the unit vector $\mathbf e_i$ gives the direction of the exchange field. There is no spin-orbit coupling. In the reference state all $\mathbf e_i=\hat{\mathbf z}$. The potentials are frozen: a rotation changes $\mathbf e_i$ and nothing else. The energy of small rotations is to be matched to

$$E=-\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j ,$$

in which each pair is counted twice, so positive $J_{ij}$ favours parallel fields. Energies $E$ inside Green functions mean $E+i0$.

## (a) How does the number of states depend on the scatterers?

**Question.** Express the change of the integrated density of states, relative to the medium, through single-site $t$ matrices and intersite propagation.

**Solution.** Let $G_0=(E-H_0)^{-1}$, $G=(E-H_0-V)^{-1}$ and $V=\sum_i v_i$. The density of states is $-\pi^{-1}\,\mathrm{Im\,Tr}\,G$. Since $\mathrm{Tr}(E-H)^{-1}=\partial_E\ln\det(E-H)$,

$$\mathrm{Tr}(G-G_0)=\partial_E\ln\det[(E-H_0)^{-1}(E-H_0-V)]=\partial_E\ln\det(1-G_0V).$$

Keep a finite number of partial waves in each sphere. Below the spectrum no states have been added and the determinant is then real and positive. Its modulus need not converge to a useful value as waves are added, but its phase, which counts the states, does. Integration from there gives

$$\Delta N(E)=-\frac1\pi\,\mathrm{Im}\ln\det(1-G_0V).$$

Split $G_0=G_d+G'$ into propagation within one sphere and between different spheres. With $t=V(1-G_dV)^{-1}$, which is block diagonal in the sites,

$$1-G_0V=(1-G't)(1-G_dV),$$

as multiplying out the right side confirms. Hence

$$\Delta N=-\frac1\pi\mathrm{Im}\Big[\sum_i\ln\det(1-G_{0,ii}v_i)+\ln\det(1-G't)\Big].$$

Between separate spheres $G'_{ij}(\mathbf r,\mathbf r')=\sum_{LL'}j_L(\mathbf r)G'_{iL,jL'}j_{L'}(\mathbf r')$, where $L=(l,m)$ and $j_L$ is a spherical Bessel function times a real harmonic. Because $\det(1-AB)=\det(1-BA)$, the second determinant becomes one over site, $L$ and spin, with $t_i$ now the matrix of $t$ between the functions $j_L$. Finally $1-G't=(t^{-1}-G')t$, so

$$\Delta N=-\frac1\pi\mathrm{Im}\Big[\sum_i\ln\det(1-G_{0,ii}v_i)+\ln\det t+\ln\det(t^{-1}-G')\Big].$$

This is Lloyd's formula.

## (b) Which part of the energy feels a rotation?

**Question.** Find the energy change at zero temperature, and say what is held fixed.

**Solution.** Turning the field at site $i$ changes $v_i$ to $U_iv_iU_i^\dagger$, with $U_i$ a spin rotation. Since $G_0$ is independent of spin, $t_i$ becomes $U_it_iU_i^\dagger$, and both $\det t_i$ and $\det(1-G_{0,ii}v_i)$ stay the same. Only the last term of Lloyd's formula changes.

At fixed chemical potential $\mu=E_F$ the grand potential of the electrons is, by partial integration,

$$\Omega=\int^{E_F}(E-E_F)\,\frac{dN}{dE}\,dE=-\int^{E_F}N\,dE .$$

Therefore

$$\delta\Omega=\frac1\pi\,\mathrm{Im}\int^{E_F}dE\;\delta\ln\det(t^{-1}-G').$$

If the electron number $N_0$ is fixed instead, the energy is the maximum over $\mu$ of $\Omega(\mu)+\mu N_0$. At the old $\mu$ this function has slope $-\delta N$ and curvature $-\chi$, with $\chi=\partial N/\partial\mu>0$. Its maximum lies higher by $(\delta N)^2/2\chi$ to leading order. Symmetry about the $z$ axis forbids a term in $\delta N$ linear in the tilts, so $\delta N$ is of second order and the difference of fourth order. The two conditions give the same $J_{ij}$.

Freezing the potentials is a separate approximation. The force theorem equates the change of total energy with that of the band energy to first order in the change of density. A tilt also induces a first-order transverse density, whose feedback enters the energy at second order. Part (f) finds the angle between moment and field that signals this effect, but not the feedback energy itself.

## (c) What is the coupling of two moments?

**Question.** Rotate two fields by small angles and extract $J_{ij}$.

**Solution.** For $\mathbf e_i=\hat{\mathbf z}$ the inverse $t$ matrix has spin components $t_{i\uparrow}^{-1}$ and $t_{i\downarrow}^{-1}$. For a general direction

$$t_i^{-1}=p_i+\tfrac12D_i\,\boldsymbol\sigma\cdot\mathbf e_i,\qquad p_i=\tfrac12(t_{i\uparrow}^{-1}+t_{i\downarrow}^{-1}),\qquad D_i=t_{i\uparrow}^{-1}-t_{i\downarrow}^{-1}.$$

A small transverse vector $\mathbf u_i$ tilts the field, $\mathbf e_i=\hat{\mathbf z}(1-\tfrac12u_i^2)+\mathbf u_i$ to second order. The matrix changes by

$$\delta m_i=\tfrac12D_i\big(\boldsymbol\sigma\cdot\mathbf u_i-\tfrac12u_i^2\sigma_z\big).$$

Define the path operator $\tau=(t^{-1}-G')^{-1}$ of the reference state, which is diagonal in spin. Then

$$\delta\ln\det(t^{-1}-G')=\mathrm{Tr}\ln(1+\tau\,\delta m)=\mathrm{Tr}\,\tau\delta m-\tfrac12\mathrm{Tr}\,\tau\delta m\,\tau\delta m+\dots$$

The first trace contains one site at a time. In the second, the pair $i\neq j$ occurs in two orders, so its contribution is $-\mathrm{Tr}[\tau_{ij}\delta m_j\tau_{ji}\delta m_i]$.

The matrix $\boldsymbol\sigma\cdot\mathbf u$ has the element $u^-=u_x-iu_y$ from down to up and $u^+=u_x+iu_y$ from up to down. The spin trace is thus

$$\mathrm{Tr}[\tau_{ij}\delta m_j\tau_{ji}\delta m_i]=\tfrac14\big(A_{ij}\,u_j^-u_i^++\bar A_{ij}\,u_j^+u_i^-\big),$$

$$A_{ij}=\mathrm{Tr}_L[D_i\tau_{\uparrow ij}D_j\tau_{\downarrow ji}],\qquad \bar A_{ij}=\mathrm{Tr}_L[D_i\tau_{\downarrow ij}D_j\tau_{\uparrow ji}].$$

With real harmonics and no spin-orbit coupling, $D_i$ is symmetric and $\tau_{ij}^T=\tau_{ji}$ for each spin. Transposing the product inside $\bar A_{ij}$ gives $\mathrm{Tr}_L[\tau_{\uparrow ij}D_j\tau_{\downarrow ji}D_i]=A_{ij}$. The two terms then add, and $u_j^-u_i^++u_j^+u_i^-=2\mathbf u_i\cdot\mathbf u_j$. The antisymmetric combination $(\mathbf u_i\times\mathbf u_j)_z$ has cancelled. The mixed energy is

$$\delta\Omega_{\rm mix}=-\frac{1}{2\pi}\,\mathrm{Im}\int^{E_F}dE\,A_{ij}\;\mathbf u_i\cdot\mathbf u_j .$$

In the spin model, $\mathbf e_i\cdot\mathbf e_j=1+\mathbf u_i\cdot\mathbf u_j-\tfrac12u_i^2-\tfrac12u_j^2$, and the pair is counted twice, so its mixed term is $-2J_{ij}\mathbf u_i\cdot\mathbf u_j$. Comparison gives the Liechtenstein formula

$$\boxed{J_{ij}=\frac1{4\pi}\,\mathrm{Im}\int^{E_F}dE\;\mathrm{Tr}_L\big[(t_{i\uparrow}^{-1}-t_{i\downarrow}^{-1})\,\tau_{\uparrow ij}\,(t_{j\uparrow}^{-1}-t_{j\downarrow}^{-1})\,\tau_{\downarrow ji}\big]}$$

An electron goes from $j$ to $i$ with one spin and returns with the other; each $D$ is the strength of the spin flip made by a tilted field. All other atoms enter through $\tau$.

## (d) Does turning one moment cost what the pair couplings predict?

**Question.** Compute the energy of tilting site $i$ alone by $\theta$.

**Solution.** With $u_i=\theta$, the first-order trace gives

$$\mathrm{Tr}\,\tau_{ii}\delta m_i=-\tfrac14\theta^2\,\mathrm{Tr}_LD_i(\tau_{\uparrow ii}-\tau_{\downarrow ii}).$$

Since $G'$ is common to both spins,

$$\tau_\uparrow-\tau_\downarrow=\tau_\uparrow(\tau_\downarrow^{-1}-\tau_\uparrow^{-1})\tau_\downarrow=-\tau_\uparrow D\tau_\downarrow .$$

The first-order trace is therefore $+\tfrac14\theta^2\sum_jA_{ij}$, including $j=i$. The second-order trace gives $-\tfrac12\cdot\tfrac12A_{ii}\theta^2=-\tfrac14\theta^2A_{ii}$, which removes the term $j=i$. What remains is

$$\delta\Omega_i=\frac{\theta^2}{4\pi}\mathrm{Im}\int^{E_F}dE\sum_{j\ne i}A_{ij}=\theta^2J_0^{(i)},\qquad J_0^{(i)}=\sum_{j\neq i}J_{ij}.$$

The spin model gives $2J_0^{(i)}(1-\cos\theta)\approx\theta^2J_0^{(i)}$, the same. If all fields turn together, the one-site costs cancel the mixed terms and the energy is unchanged, as it must be without spin-orbit coupling.

## (e) When does the pair form fail, and what happens at large distance?

**Question.** Treat two identical one-channel scatterers at any angle $\varphi$. Then find the limit of large separation $R$ and the effect of temperature.

**Solution.** Let $g$ be the single intersite element of $G'$ and $m_i=t_i^{-1}$ the $2\times2$ spin matrices. Eliminating one site gives $\det(t^{-1}-G')=\det(m_1m_2-g^2)$. For a $2\times2$ matrix $X$, $\det(X-g^2)=\det X-g^2\mathrm{Tr}X+g^4$. Here $\det(m_1m_2)$ does not depend on angle, while $\mathrm{Tr}(m_1m_2)=2p^2+\tfrac12D^2\cos\varphi$. Thus

$$\det(\varphi)=\det(0)+\tfrac12g^2D^2(1-\cos\varphi).$$

At $\varphi=0$ the determinant is $(t_\uparrow^{-2}-g^2)(t_\downarrow^{-2}-g^2)$, and $\tau_{s,12}=g/(t_s^{-2}-g^2)$. Hence $A_{12}=g^2D^2/\det(0)$ and

$$\Delta\Omega(\varphi)=\frac1\pi\mathrm{Im}\int^{E_F}dE\,\ln\big[1+\tfrac12A_{12}(1-\cos\varphi)\big].$$

Expanding the logarithm to first order gives $2J_{12}(1-\cos\varphi)$. The next terms are powers of $1-\cos\varphi$ that the pair form lacks. $J_{12}$ is a curvature at the parallel state; it describes large angles when $|A_{12}|$ is small over the energies that matter.

For large $R$ a single flight dominates, $\tau_{s,ij}\approx t_{is}G'_{ij}t_{js}$. In the cyclic trace one meets $t_{i\downarrow}D_it_{i\uparrow}=t_{i\downarrow}-t_{i\uparrow}$ and the same at $j$, so with $\delta t=t_\uparrow-t_\downarrow$

$$A_{ij}\approx\mathrm{Tr}_L[\delta t_i\,G'_{ij}\,\delta t_j\,G'_{ji}].$$

In a free-electron medium $E=ck^2$, $c=\hbar^2/2m$, each $G'$ falls as $e^{ikR}/R$. Write $A_{ij}=a(E)e^{2ikR}/R^2$; $a$ becomes independent of $R$ only when $kR$ is large enough for the Hankel functions in $G'$ to reach their asymptotic form. If $a$ varies little near $E_F$ over the energy $ck_F/R$, the end point of the integral dominates. With $dk/dE=1/(2ck_F)$ at $E_F$,

$$J(R)\approx\frac1{4\pi}\mathrm{Im}\frac{a\,e^{2ik_FR}\,ck_F}{iR^3}=-\frac{ck_F}{4\pi R^3}\,\mathrm{Re}\big[a(E_F)e^{2ik_FR}\big].$$

This is the RKKY form, with period $\pi/k_F$.

At temperature $T$ the integral to $E_F$ acquires the Fermi function $f$. Closing the contour in the upper half-plane, where $A_{ij}$ is analytic and the arc contributes nothing, one picks up poles at $z_n=\mu+i\pi k_BT(2n+1)$ with residue $-k_BT$:

$$J_{ij}=-\frac{k_BT}{2}\sum_{n\ge0}\mathrm{Re}\,A_{ij}(z_n).$$

## (f) Does the moment follow its field?

**Question.** The field at site $i$ is turned by $\theta$. Find the direction of the spin moment in that sphere, for uniform $b_i<0$.

**Solution.** Let $\mathbf M=\langle\boldsymbol\sigma\rangle$ be integrated over the sphere, with length $M$ and tilt $\psi$. The derivative of $\Omega$ equals the expectation value of the derivative of the Hamiltonian:

$$\frac{d\Omega}{d\theta}=b\,\mathbf M\cdot\frac{d\mathbf e}{d\theta}=bM\sin(\psi-\theta)\approx|b|M(\theta-\psi).$$

By part (d) the left side is $2J_0\theta$, so the fractional lag is

$$\frac{\theta-\psi}{\theta}=\frac{2J_0}{|b|M}.$$

The angle of the field may stand for that of the moment when the exchange field is strong compared with the coupling, $2|J_0|\ll|b|M$.

## (g) What do the formulas give for three moments in a metal?

**Question.** Three identical atoms sit at the corners of a right triangle, with atom 1 at the right angle, atom 2 at 0.26 nm and atom 3 at 0.30 nm from it. Each is a spherical well of radius 0.12 nm, 50 eV deep for spin up and 45 eV for spin down, in a free-electron medium with $E_F=4$ eV. Find the couplings and judge the approximations.

**Solution.** Matching the wave inside the well to Bessel and Hankel functions at its surface gives $t_l=-(c/k)e^{i\delta_l}\sin\delta_l$, with phase shift $\delta_l$. The intersite elements are

$$G'_{iL,jL'}=-\frac{ik}{c}\,4\pi\sum_{L''}i^{\,l-l'+l''}C_{LL'L''}\,h_{l''}(kR)\,Y_{L''}(\hat{\mathbf R}),$$

with $\mathbf R=\mathbf R_i-\mathbf R_j$, $h_l$ the outgoing Hankel function and $C$ the integral of three real harmonics. The energy integral runs over a semicircle in the upper half-plane from $-60$ eV, below all bound states, to $E_F$, with 80 Gauss–Legendre points. Waves up to $l=3$ are kept.

The $d$ resonance, where $\delta_2=\pi/2$, lies at 1.9 eV for spin up and 4.7 eV for spin down. The widths $2/(d\delta_2/dE)$ are 0.23 and 1.8 eV. The Fermi level lies between them. Differentiating Lloyd's energy with respect to the well potential of each spin gives 5.80 up and 4.18 down electrons in sphere 1 (5.82 and 4.19 with waves up to $l=6$), hence $M=1.6$ Bohr magnetons.

The couplings are $J_{12}=-433$ meV, $J_{13}=-107$ meV and $J_{23}=+32$ meV. The main one is $J_{12}/k_B\approx-5\times10^3$ K. Tilting fields 1 and 2 by $\pm0.02$ rad in the full determinant also gives $-433$ meV. For atom 1, $J_0=-433-107=-540$ meV. Its negative sign means that the parallel state is stationary but unstable: atom 1 prefers to oppose the other two.

The surroundings matter. Without atom 3, $J_{12}$ is $-414$ meV, a change of 19 meV; with waves up to $l=6$ the change is 23 meV. Atoms 2 and 3 are 0.397 nm apart and couple by $+32$ meV, while an isolated pair at the same distance has $-4.6$ meV. For isolated pairs:

| $R$ (nm) | full $J$ (meV) | single-flight $J$ (meV) |
|---|---|---|
| 0.26 | −414 | −552 |
| 0.40 | −3.9 | 4.3 |
| 0.60 | 6.2 | 7.5 |
| 0.80 | −4.6 | −4.1 |
| 1.00 | 1.58 | 1.56 |

Both columns keep waves up to $l=3$; the single-flight column uses $\delta t$ and $G'$ in the full energy integral. With waves up to $l=6$ the first row becomes −392 and −548 meV, and the other entries change by less than 0.02 meV. At 0.40 nm, where both values are small, the two differ in sign; at 1 nm they agree within 2%.

With $k_F=10.2$ nm⁻¹ the asymptotic period is 0.31 nm. The end-point formula of part (e) needs larger distances than the single-flight integral does. With $a$ taken from $A_{12}$ at $R=1$ nm it gives 3.1 meV, about twice the full value, because $a$ varies too much over $ck_F/R=0.39$ eV: $|d\ln a/dE|\,ck_F/R\approx0.8$. At this distance $a$ is also still far from its large-$R$ limit, and using that limit gives 4.6 meV.

The approximations, in order of size for this example:

- **Moment direction.** With $|b|=2.5$ eV, the lag is $2(-0.540)/(2.5\times1.615)=-0.27$. The moment turns 27% further than its field, so $J_0$ is a curvature in field angle and not in moment angle.
- **Large angles.** Reversing field 1 with the others fixed changes the energy by $-1895$ meV in the full determinant, against $4J_0=-2160$ meV from the pair form, whose magnitude is 14% too large. At 90° the values are $-1051$ and $-1080$ meV; with waves up to $l=6$ they become $-1037$ and $-1039$ meV, so most of that gap comes from the truncation.
- **Angular momentum.** For maximum $l$ of 2, 3, 4, 5 and 6, $J_{12}$ is $-523$, $-433$, $-419$, $-416$ and $-415$ meV. The value used, at $l=3$, is thus about 4% too large in magnitude. Between $l=3$ and $l=6$, $J_{23}$ falls from 32 to 29 meV, the lag changes from $-0.27$ to $-0.26$, and the 14% excess of the pair form becomes 11%.
- **Electronic temperature.** Averaging $J_{12}(E_F)$ with the weight $-df/dE$ at 300 K shifts it by $-0.6$ meV at $l=3$ and by about $-0.9$ meV at $l=6$. This leaves out thermal tilting of the moments.

The well parameters were chosen to imitate, roughly, 3d moments in a simple metal: $d$ resonances near the Fermi level, a splitting of a few eV, and a Fermi energy of a few eV. The moment is of a usual size, but $J_{12}$ is far from typical: nearest-neighbour couplings in iron, cobalt and nickel range from a few meV to about twenty meV in this convention. The model should therefore not be used to estimate an ordering temperature. Real materials break the assumption of three fixed wells in a featureless medium. They have full shells of neighbours, a crystal potential, and exchange fields that adjust to the moments. Within the model, removing one neighbour moves $J_{12}$ by about 20 meV; the effect of a whole crystal and of self-consistency is not determined here. Spin-orbit coupling, which would restore antisymmetric coupling where symmetry permits, and correlation beyond a static exchange field are also absent. A calculation for a material would insert self-consistent $t$ matrices into the same formula, preferably about the magnetic state that is actually stable.
